# Configuration-Average Energies as Reference Data for Energy-Consistent Potentials: verification in Python

```python
"""
Configuration-average energy of an atom with shells a = (n_a, l_a), q_a electrons:
  E_av = sum_a q_a I_a
       + sum_a q_a(q_a-1)/2 [F0(aa) - (2l+1)/(4l+1) sum_{k>0} W(l,k,l) Fk(aa)]
       + sum_{a<b} q_a q_b [F0(ab) - 1/2 sum_k W(l_a,k,l_b) Gk(ab)]
I: one-electron energy; Fk, Gk: direct and exchange radial Slater integrals;
W(l,k,l'): squared 3j symbol with zero projections. Hartree atomic units.
The formula is tested against diagonalization of the Hamiltonian in the complete
determinant space of a configuration, for model radial integrals and for carbon.
"""
from functools import lru_cache
from itertools import combinations, product
from math import factorial
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.special import gamma, lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j
from pyscf import gto


# ---------- the derived formula ----------
@lru_cache(None)
def W(l, k, lp):
    return wigner_3j(l, k, lp, 0, 0, 0) ** 2


def same_shell_weight(l, k):
    return Rational(2 * l + 1, 4 * l + 1) * W(l, k, l)


def average_formula(shells, one, F, G):
    energy = 0.0
    for a, (l, q) in enumerate(shells):
        pair = F(0, a, a) - sum(float(same_shell_weight(l, k)) * F(k, a, a)
                                for k in range(2, 2 * l + 1, 2))
        energy += q * one[a] + q * (q - 1) / 2 * pair
        for b in range(a):
            lb, qb = shells[b]
            exchange = sum(float(W(l, k, lb)) / 2 * G(k, b, a)
                           for k in range(abs(l - lb), l + lb + 1, 2))
            energy += q * qb * (F(0, b, a) - exchange)
    return energy


# ---------- angular integrals by quadrature ----------
nodes, node_weights = np.polynomial.legendre.leggauss(16)


def theta_function(l, m):
    n = abs(m)
    norm = np.sqrt((2 * l + 1) / 2 * factorial(l - n) / factorial(l + n))
    phase = (-1) ** n if m < 0 else 1
    return phase * norm * lpmv(n, l, nodes)


@lru_cache(None)
def angular(k, l, m, lp, mp):
    """<lm| C_{k,m-mp} |lp mp> with the Racah-normalized harmonic C."""
    if abs(m - mp) > k:
        return 0.0
    triple = theta_function(l, m) * theta_function(k, m - mp) * theta_function(lp, mp)
    return float(np.sqrt(2 / (2 * k + 1)) * np.sum(node_weights * triple))


sum_rule_error = 0.0
for l, lp in product(range(4), repeat=2):
    for k in range(l + lp + 1):
        for m in range(-l, l + 1):
            total = sum(angular(k, l, m, lp, mp) ** 2 for mp in range(-lp, lp + 1))
            sum_rule_error = max(sum_rule_error,
                                 abs(total - (2 * lp + 1) * float(W(l, k, lp))))
        trace = sum(angular(k, l, m, l, m) for m in range(-l, l + 1))
        sum_rule_error = max(sum_rule_error, abs(trace - (2 * l + 1) * (k == 0)))
assert sum_rule_error < 1e-11


# ---------- complete determinant space of a configuration ----------
def determinants(shells):
    choices, start = [], 0
    for l, q in shells:
        capacity = 4 * l + 2
        choices.append(list(combinations(range(start, start + capacity), q)))
        start += capacity
    return [sum(parts, ()) for parts in product(*choices)]


def add_spin(h, v):
    """Spin-orbital h and antisymmetrized <pq||rs> from spatial <pq|rs>."""
    n, one = 2 * len(h), np.eye(2)
    g = np.einsum('ijkl,sx,ty->isjtkxly', v, one, one).reshape(n, n, n, n)
    return np.kron(h, one), g - g.transpose(0, 1, 3, 2)


def hamiltonian(dets, h, v):
    H = np.zeros((len(dets), len(dets)))
    for i, A in enumerate(dets):
        for j in range(i + 1):
            B = dets[j]
            left = [p for p in A if p not in B]
            if len(left) > 2:
                continue
            right = [p for p in B if p not in A]
            common = [p for p in A if p in B]
            if not left:
                value = sum(h[p, p] for p in A)
                value += sum(v[p, q, p, q] for p, q in combinations(A, 2))
            elif len(left) == 1:
                p, r = left[0], right[0]
                value = h[p, r] + sum(v[p, c, r, c] for c in common)
            else:
                value = v[left[0], left[1], right[0], right[1]]
            shift = sum(A.index(p) for p in left) + sum(B.index(p) for p in right)
            H[i, j] = H[j, i] = (-1) ** shift * value
    return H


def levels(eigenvalues, tolerance=1e-6):
    groups = []
    for e in np.sort(eigenvalues):
        if groups and e - groups[-1][-1] < tolerance:
            groups[-1].append(e)
        else:
            groups.append([e])
    return [(float(np.mean(g)), len(g)) for g in groups]


# ---------- model configurations with arbitrary radial parameters ----------
def model_error(shells, rng):
    n_shell = len(shells)
    f_table = rng.uniform(0.1, 1.0, (8, n_shell, n_shell))
    g_table = rng.uniform(0.1, 1.0, (8, n_shell, n_shell))
    one = rng.uniform(-3.0, -1.0, n_shell)

    def F(k, a, b):
        return f_table[k, min(a, b), max(a, b)]

    def G(k, a, b):
        return F(k, a, a) if a == b else g_table[k, min(a, b), max(a, b)]

    orbitals = [(a, l, m) for a, (l, q) in enumerate(shells) for m in range(-l, l + 1)]
    n = len(orbitals)
    v = np.zeros((n, n, n, n))
    for i, j, r, s in product(range(n), repeat=4):
        (a, la, ma), (b, lb, mb) = orbitals[i], orbitals[j]
        (c, lc, mc), (d, ld, md) = orbitals[r], orbitals[s]
        if ma + mb != mc + md:
            continue
        if (a, b) == (c, d):
            radial = F
        elif (a, b) == (d, c):
            radial = G
        else:
            continue
        v[i, j, r, s] = sum(angular(k, la, ma, lc, mc) * angular(k, ld, md, lb, mb)
                            * radial(k, a, b)
                            for k in range(abs(la - lc), min(la + lc, lb + ld) + 1))
    h = np.diag([one[a] for a, l, m in orbitals])
    H = hamiltonian(determinants(shells), *add_spin(h, v))
    return abs(np.mean(np.linalg.eigvalsh(H)) - average_formula(shells, one, F, G)), len(H)


rng = np.random.default_rng(7)
models = {'p2': [(1, 2)], 'd3': [(2, 3)], 'f2': [(3, 2)],
          'p1 d2': [(1, 1), (2, 2)], 's1 d3': [(0, 1), (2, 3)]}
model_results = {name: model_error(sh, rng) for name, sh in models.items()}
assert all(err < 1e-10 for err, size in model_results.values())

# ---------- carbon: Gaussian integrals ----------
Z = 6
exponents = {0: 0.06 * 2.5 ** np.arange(14), 1: 0.05 * 2.5 ** np.arange(9)}
basis = [[l, [float(x), 1.0]] for l in (0, 1) for x in exponents[l]]
mol = gto.M(atom='C 0 0 0', basis={'C': basis}, verbose=0)
for l in (0, 1):
    exponents[l] = np.array([mol.bas_exp(i)[0] for i in range(mol.nbas)
                             if mol.bas_angular(i) == l])
n_s, n_p = len(exponents[0]), len(exponents[1])
ao = {0: np.arange(n_s).reshape(n_s, 1),
      1: n_s + np.arange(3 * n_p).reshape(n_p, 3)}
overlap, kinetic = mol.intor('int1e_ovlp'), mol.intor('int1e_kin')
core_h = kinetic + mol.intor('int1e_nuc')
nao = len(core_h)
eri = mol.intor('int2e').reshape(nao, nao, nao, nao)
J_minus_half_K = (eri - 0.5 * eri.transpose(0, 3, 1, 2)).reshape(nao**2, nao**2)


def block(matrix, l):
    index = ao[l][:, 0]
    return matrix[np.ix_(index, index)]


orthogonalizer = {}
for l in (0, 1):
    s_val, s_vec = np.linalg.eigh(block(overlap, l))
    orthogonalizer[l] = s_vec / np.sqrt(s_val) @ s_vec.T


def shell_density(l, c):
    D = np.zeros((nao, nao))
    for m in range(2 * l + 1):
        D[np.ix_(ao[l][:, m], ao[l][:, m])] = np.outer(c, c) / (2 * l + 1)
    return D


def average_scf(shells):
    """Stationary orbitals of the average energy, without angular coefficients."""
    q = np.array([float(s[1]) for s in shells])
    capacity = np.array([4 * s[0] + 2 for s in shells])
    pair = np.outer(q, q)
    np.fill_diagonal(pair, q * (q - 1) * capacity / (capacity - 1))
    column = [sum(t[0] == s[0] for t in shells[:a]) for a, s in enumerate(shells)]
    U = {l: np.linalg.eigh(orthogonalizer[l] @ block(core_h, l) @ orthogonalizer[l])[1]
         for l in (0, 1)}
    previous = {}
    for iteration in range(300):
        C = {l: orthogonalizer[l] @ U[l] for l in (0, 1)}
        D = np.array([shell_density(s[0], C[s[0]][:, column[a]])
                      for a, s in enumerate(shells)])
        field = (J_minus_half_K @ D.reshape(len(shells), -1).T).T.reshape(D.shape)
        fock = q[:, None, None] * core_h + np.einsum('ab,bij->aij', pair, field)
        energy = 0.5 * np.sum(D * (fock + q[:, None, None] * core_h))
        residual, updated = 0.0, {}
        for l in sorted({s[0] for s in shells}):
            members = [a for a, s in enumerate(shells) if s[0] == l]
            fm = {a: C[l].T @ block(fock[a], l) @ C[l] for a in members}
            R = C[l].T @ block(fock[0], l) @ C[l] / q[0]
            for a in members:
                j = column[a]
                R[j, :] = R[:, j] = fm[a][j] / q[a]
                residual = max(residual, np.max(np.abs(fm[a][j, len(members):])))
            for a, b in combinations(members, 2):
                j, k = column[a], column[b]
                gradient = fm[a][j, k] - fm[b][j, k]
                residual = max(residual, abs(gradient))
                same = abs(q[a] - q[b]) < 1e-12
                R[j, k] = R[k, j] = fm[a][j, k] / q[a] if same else gradient / (q[a] - q[b])
            R = U[l] @ R @ U[l].T
            updated[l] = 0.7 * R + 0.3 * previous.get(l, R)
        if residual < 1e-7:
            break
        previous = updated
        for l in updated:
            U[l] = np.linalg.eigh(updated[l])[1]
    assert residual < 1e-6
    coefs = [C[s[0]][:, column[a]] for a, s in enumerate(shells)]
    return energy, coefs, C, D


# ---------- carbon: radial integrals by quadrature ----------
x = np.linspace(np.log(1e-6), np.log(60.0), 3000)
r = np.exp(x)


def integrate(values):
    return float(CubicSpline(x, values * r).integrate(x[0], x[-1]))


def radial_function(l, c):
    """P(r) and r d(P/r)/dr; the latter vanishes at the nucleus for s orbitals."""
    alpha = exponents[l][:, None]
    norm = np.sqrt(2 * (2 * alpha) ** (l + 1.5) / gamma(l + 1.5))
    parts = c[:, None] * norm * r ** (l + 1) * np.exp(-alpha * r**2)
    return parts.sum(0), (parts * (l / r - 2 * alpha * r)).sum(0)


def slater(k, rho1, rho2):
    def inside(rho):
        return CubicSpline(x, rho * r ** (k + 1)).antiderivative()(x)
    return integrate((rho1 * inside(rho2) + rho2 * inside(rho1)) / r ** (k + 1))


def quadrature_average(shells, coefs):
    functions = [radial_function(s[0], c) for s, c in zip(shells, coefs)]
    P = [f[0] for f in functions]
    one = [integrate(0.5 * slope**2 + (l * (l + 1) / (2 * r**2) - Z / r) * p**2)
           for (p, slope), (l, q) in zip(functions, shells)]

    @lru_cache(None)
    def F(k, a, b):
        return slater(k, P[a]**2, P[b]**2)

    @lru_cache(None)
    def G(k, a, b):
        return slater(k, P[a] * P[b], P[a] * P[b])
    return average_formula(shells, one, F, G), one, F, G


def determinant_levels(shells, coefs):
    columns = []
    for (l, q), c in zip(shells, coefs):
        for m in range(2 * l + 1):
            vector = np.zeros(nao)
            vector[ao[l][:, m]] = c
            columns.append(vector)
    M = np.array(columns).T
    v = eri
    for _ in range(4):
        v = np.tensordot(v, M, axes=(0, 0))
    h_spin, v_spin = add_spin(M.T @ core_h @ M, v.transpose(0, 2, 1, 3))
    values = np.linalg.eigvalsh(hamiltonian(determinants(shells), h_spin, v_spin))
    return float(np.mean(values)), levels(values)


configurations = {'C 2s2 2p2': [(0, 2), (0, 2), (1, 2)],
                  'C 2s1 2p3': [(0, 2), (0, 1), (1, 3)],
                  'C+ 2s2 2p1': [(0, 2), (0, 2), (1, 1)],
                  'C4+ 1s2': [(0, 2)]}
result = {}
largest_difference = 0.0
for name, shells in configurations.items():
    e_scf, coefs, C, D = average_scf(shells)
    e_formula, one, F, G = quadrature_average(shells, coefs)
    e_det, terms = determinant_levels(shells, coefs)
    largest_difference = max(largest_difference, abs(e_formula - e_det),
                             abs(e_formula - e_scf))
    q = np.array([s[1] for s in shells])
    t = float(np.sum(q[:, None, None] * D * kinetic))
    virial = -(e_scf - t) / t
    assert abs(virial - 2) < 1e-3
    result[name] = dict(E=e_formula, det=e_det, terms=terms, one=one, F=F, G=G,
                        coefs=coefs, C=C, D=D, virial=virial)
assert largest_difference < 1e-6, f'largest difference {largest_difference:.3e} hartree'

# Stationarity of the formula energy under orbital rotations in 2s1 2p3.
shells = configurations['C 2s1 2p3']
data = result['C 2s1 2p3']


def rotated_energy(kind, angle):
    c1, c2, cp = data['coefs']
    co, si = np.cos(angle), np.sin(angle)
    if kind == '1s-2s':
        trial = [co * c1 + si * c2, co * c2 - si * c1, cp]
    else:
        trial = [c1, c2, co * cp + si * data['C'][1][:, 1]]
    return quadrature_average(shells, trial)[0]


step, slopes = 1e-3, {}
for kind in ('1s-2s', '2p-virtual'):
    plus, minus = rotated_energy(kind, step), rotated_energy(kind, -step)
    slopes[kind] = (plus - minus) / (2 * step)
    assert abs(slopes[kind]) < 1e-4
    assert plus + minus > 2 * data['E']

# Term splitting of p2 and the excess of the fractional-occupation functional.
ground = result['C 2s2 2p2']
F, G = ground['F'], ground['G']
assert [g for e, g in ground['terms']] == [9, 5, 1]
for (e, g), factor in zip(ground['terms'], (-3, 3, 12)):
    assert abs(e - ground['E'] - factor * F(2, 2, 2) / 25) < 1e-6
D_total = np.einsum('a,aij->ij', np.array([2.0, 2.0, 2.0]), ground['D'])
field = (J_minus_half_K @ D_total.ravel()).reshape(nao, nao)
e_fractional = float(np.sum(D_total * (core_h + 0.5 * field)))
excess = e_fractional - ground['det']
bracket = F(0, 2, 2) - 0.5 * sum(float(W(1, k, 1)) * F(k, 2, 2) for k in (0, 2))
assert abs(excess - 2 * (6 - 2) / (2 * (6 - 1)) * bracket) < 1e-6

# ---------- output ----------
for l, letter in ((1, 'p'), (2, 'd'), (3, 'f')):
    print(f'{letter} shell, weights of -F^k per pair:',
          ', '.join(f'k={k}: {same_shell_weight(l, k)}' for k in range(2, 2 * l + 1, 2)))
for (l, lp), label in {(0, 0): 's-s', (0, 1): 's-p', (0, 2): 's-d', (1, 1): 'p-p',
                       (1, 2): 'p-d', (2, 2): 'd-d'}.items():
    print(f'{label} shells, weights of -G^k per pair:',
          ', '.join(f'k={k}: {W(l, k, lp) / 2}' for k in range(abs(l - lp), l + lp + 1, 2)))
print(f'largest sum-rule error: {sum_rule_error:.1e}')
for name, (error, size) in model_results.items():
    print(f'model {name}: {size} determinants, |mean - formula| = {error:.1e} hartree')
print(f'carbon basis: {n_s} s and {n_p} p Gaussian exponents')
names = ['1s', '2s', '2p']
print('C 2s2 2p2, radial integrals in hartree:')
for a in range(3):
    print(f'  I({names[a]}) = {ground["one"][a]:.6f}')
for a in range(3):
    print('  ' + ', '.join(f'F0({names[a]},{names[b]}) = {F(0, a, b):.6f}'
                           for b in range(a, 3)))
print(f'  F2(2p,2p) = {F(2, 2, 2):.6f}')
print(f'  G0(1s,2s) = {G(0, 0, 1):.6f}')
print(f'  G1(1s,2p) = {G(1, 0, 2):.6f}, G1(2s,2p) = {G(1, 1, 2):.6f}')
for name, data in result.items():
    print(f'{name}: E_av formula {data["E"]:.6f}, determinants {data["det"]:.6f} hartree,'
          f' -V/T = {data["virial"]:.6f}')
print(f'largest difference formula/determinants/SCF: {largest_difference:.1e} hartree')
for name in ('C 2s2 2p2', 'C 2s1 2p3'):
    for e, g in result[name]['terms']:
        print(f'{name} level: {e:.6f} hartree, degeneracy {g},'
              f' from average {e - result[name]["E"]:+.6f} hartree')
for kind, slope in slopes.items():
    print(f'2s1 2p3 energy slope, {kind} rotation: {slope:.1e} hartree/rad')
print(f'fractional-occupation excess, C 2s2 2p2: {excess:.6f} hartree')
ev = physical_constants['Hartree energy in eV'][0]
core = result['C4+ 1s2']['E']
for name in list(result)[:3]:
    print(f'valence energy {name}: {result[name]["E"] - core:.6f} hartree')
for label, name in (('excitation to 2s1 2p3', 'C 2s1 2p3'),
                    ('ionization to C+ 2s2 2p1', 'C+ 2s2 2p1')):
    gap = result[name]['E'] - ground['E']
    print(f'average {label}: {gap:.6f} hartree = {gap * ev:.3f} eV')
print('all good')
```

Printed output:

```
p shell, weights of -F^k per pair: k=2: 2/25
d shell, weights of -F^k per pair: k=2: 2/63, k=4: 2/63
f shell, weights of -F^k per pair: k=2: 4/195, k=4: 2/143, k=6: 100/5577
s-s shells, weights of -G^k per pair: k=0: 1/2
s-p shells, weights of -G^k per pair: k=1: 1/6
s-d shells, weights of -G^k per pair: k=2: 1/10
p-p shells, weights of -G^k per pair: k=0: 1/6, k=2: 1/15
p-d shells, weights of -G^k per pair: k=1: 1/15, k=3: 3/70
d-d shells, weights of -G^k per pair: k=0: 1/10, k=2: 1/35, k=4: 1/35
largest sum-rule error: 2.8e-15
model p2: 15 determinants, |mean - formula| = 0.0e+00 hartree
model d3: 120 determinants, |mean - formula| = 1.8e-15 hartree
model f2: 91 determinants, |mean - formula| = 4.4e-16 hartree
model p1 d2: 270 determinants, |mean - formula| = 4.4e-16 hartree
model s1 d3: 240 determinants, |mean - formula| = 0.0e+00 hartree
carbon basis: 14 s and 9 p Gaussian exponents
C 2s2 2p2, radial integrals in hartree:
  I(1s) = -17.934550
  I(2s) = -3.846841
  I(2p) = -3.420574
  F0(1s,1s) = 3.509269, F0(1s,2s) = 0.812217, F0(1s,2p) = 0.767681
  F0(2s,2s) = 0.574119, F0(2s,2p) = 0.550664
  F0(2p,2p) = 0.530825
  F2(2p,2p) = 0.238700
  G0(1s,2s) = 0.051601
  G1(1s,2p) = 0.063725, G1(2s,2p) = 0.340529
C 2s2 2p2: E_av formula -37.659267, determinants -37.659267 hartree, -V/T = 2.000029
C 2s1 2p3: E_av formula -37.336931, determinants -37.336931 hartree, -V/T = 2.000030
C+ 2s2 2p1: E_av formula -37.291777, determinants -37.291777 hartree, -V/T = 2.000027
C4+ 1s2: E_av formula -32.360806, determinants -32.360806 hartree, -V/T = 2.000029
largest difference formula/determinants/SCF: 4.7e-09 hartree
C 2s2 2p2 level: -37.687910 hartree, degeneracy 9, from average -0.028644 hartree
C 2s2 2p2 level: -37.630623 hartree, degeneracy 5, from average +0.028644 hartree
C 2s2 2p2 level: -37.544691 hartree, degeneracy 1, from average +0.114576 hartree
C 2s1 2p3 level: -37.592046 hartree, degeneracy 5, from average -0.255115 hartree
C 2s1 2p3 level: -37.393665 hartree, degeneracy 15, from average -0.056733 hartree
C 2s1 2p3 level: -37.337055 hartree, degeneracy 9, from average -0.000123 hartree
C 2s1 2p3 level: -37.166732 hartree, degeneracy 5, from average +0.170200 hartree
C 2s1 2p3 level: -37.138180 hartree, degeneracy 3, from average +0.198751 hartree
C 2s1 2p3 level: -37.110122 hartree, degeneracy 3, from average +0.226810 hartree
2s1 2p3 energy slope, 1s-2s rotation: 3.5e-09 hartree/rad
2s1 2p3 energy slope, 2p-virtual rotation: -8.9e-07 hartree/rad
fractional-occupation excess, C 2s2 2p2: 0.341153 hartree
valence energy C 2s2 2p2: -5.298460 hartree
valence energy C 2s1 2p3: -4.976125 hartree
valence energy C+ 2s2 2p1: -4.930971 hartree
average excitation to 2s1 2p3: 0.322335 hartree = 8.771 eV
average ionization to C+ 2s2 2p1: 0.367489 hartree = 10.000 eV
all good
```
